# Born Effective Charge from Berry Phases: Choosing the Right Polarization Branch: verification in Python

```python
# RESULT UNDER TEST: the mean Born charge of M anions displaced together by u is
#   Z = Zc - (a/(pi M)) dPhi/du,
# Phi = Berry phase per spin of the whole cell, known modulo 2 pi.
# Following Phi by smallest increments with step h gives Z + 2 a m/(M h),
# m = nearest integer to the true number of turns of the phase per step.
# A reference charge Zr removed beforehand changes the turns per step to
# (Zr - Z) M h/(2 a).
# Symbols: a period, Zc core charge, M number of chains, k Bloch wave number.
# Internal units: Rydberg atomic units, H = -d2/dx2 + V; charges in |e|.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal

BOHR_NM = sc.physical_constants['Bohr radius'][0] * 1e9
RY_EV = sc.physical_constants['Rydberg constant times hc in eV'][0]
NM = 1 / BOHR_NM
EV = 1 / RY_EV

period_nm, spacing_nm, sigma_nm = 0.4, 0.4, 0.05
anion_ev = 70.0
cation_ev = [12.0, 14.0, 16.0, 18.0]
COPIES = 4
M = COPIES * len(cation_ev)
ZC = 2.0
NOCC = 2
NK = 64
a, sigma = period_nm * NM, sigma_nm * NM
b = 2 * np.pi / a
NMAX = 9
n = np.arange(-NMAX, NMAX + 1)
G = b * n
dG = G[:, None] - G[None, :]
diag = np.arange(len(n))


def well(depth_ev, centre):
    """Plane-wave matrix of a periodic row of attractive Gaussian wells."""
    amp = -depth_ev * EV * sigma * np.sqrt(2 * np.pi) / a
    return amp * np.exp(-dG**2 * sigma**2 / 2 - 1j * dG * centre)


def hamiltonians(cat, ua=0.0, uc=0.0, nk=NK, extra=0.0):
    k = b * np.arange(nk) / nk
    V = well(anion_ev, a / 2 + ua) + well(cat, uc) + extra
    H = np.repeat(V[None], nk, axis=0)
    H[:, diag, diag] += (k[:, None] + G)**2
    return H, 2 * (k[:, None] + G)


def occupied(cat, ua=0.0, uc=0.0, nk=NK):
    H, _ = hamiltonians(cat, ua, uc, nk)
    return np.linalg.eigh(H)[1][:, :, :NOCC]


def overlap_det(A, B):
    return np.linalg.det(A.conj().transpose(0, 2, 1) @ B)


def links(C):
    following = np.roll(C, -1, axis=0)
    closing = np.zeros_like(C[0])
    closing[:-1] = C[0][1:]
    following[-1] = closing
    d = overlap_det(C, following)
    return d / abs(d)


def chain_phase(C):
    return -np.angle(np.prod(links(C)))


def cell_phase(ua=0.0, uc=0.0):
    """Phase of the determinant of the whole supercell, modulo 2 pi."""
    z = 1.0 + 0j
    for cat in cation_ev:
        z *= np.prod(links(occupied(cat, ua, uc)))**COPIES
    return -np.angle(z)


def wrap(x):
    return (x + np.pi) % (2 * np.pi) - np.pi


def follow(phase):
    steps = wrap(np.diff(phase))
    return phase[0] + np.concatenate([[0.0], np.cumsum(steps)])


def charge(phase, u, zref, core=ZC):
    """Central-difference charge after following the phase along the path."""
    theta = follow(phase - np.pi * M * (core - zref) * u / a)
    i = len(u) // 2
    slope = (theta[i + 1] - theta[i - 1]) / (u[i + 1] - u[i - 1])
    return zref - a * slope / (np.pi * M)


def mean_curvature(H, dV, velocity, nocc):
    """Linear response: shift of the summed Wannier centres per unit u."""
    E, C = np.linalg.eigh(H)
    Ch = C.conj().transpose(0, 2, 1)
    A = (Ch @ dV @ C)[:, :nocc, nocc:]
    B = (Ch @ (velocity[:, :, None] * C))[:, nocc:, :nocc]
    gap2 = (E[:, :nocc, None] - E[:, None, nocc:])**2
    return np.mean(np.sum(-2 * np.imag(A * B.transpose(0, 2, 1)) / gap2,
                          axis=(1, 2)))


def response_charge(cat, ua=0.0):
    H, vel = hamiltonians(cat, ua)
    dV = -1j * dG * well(anion_ev, a / 2 + ua)
    return ZC - 2 * mean_curvature(H, dV, vel, NOCC)


def mean_response(ua):
    return np.mean([response_charge(c, ua) for c in cation_ev])


# Gap of the chains at rest
gaps = []
for cat in cation_ev:
    E = np.linalg.eigvalsh(hamiltonians(cat)[0])
    gaps.append((E[:, NOCC].min() - E[:, NOCC - 1].max()) * RY_EV)
assert min(gaps) > 2.0
area_cell = M * (spacing_nm * 1e-9)**2
quantum = 2 * sc.e / area_cell * 100
print(f"period and chain spacing: {period_nm:.2f}, {spacing_nm:.2f} nm")
print(f"well width sigma: {sigma_nm:.3f} nm; chains M: {M}")
print(f"anion depth: {anion_ev:.0f} eV; cation depths: {cation_ev} eV")
print(f"core charge of each ion: {ZC:+.0f} e; k points: {NK}")
print(f"gap, smallest and largest chain: {min(gaps):.2f}, {max(gaps):.2f} eV")
print(f"spin-paired polarization quantum: {quantum:.2f} uC/cm2")

# One fine path, and its agreement with linear response
fine_nm = 0.002
index = np.arange(-20, 21)
u_path = index * fine_nm * NM
raw = np.array([cell_phase(u) for u in u_path])
smooth = follow(raw)
z_fine = charge(raw, u_path, ZC)
z_lr = mean_response(0.0)
assert abs(z_fine - z_lr) < 0.01
jumps = int(np.sum(abs(np.diff(raw)) > np.pi))
assert jumps > 0
print(f"path: -0.040 to 0.040 nm, step {fine_nm:.3f} nm; jumps: {jumps}")
for i in range(20, 27):
    print(f"  u={index[i]*fine_nm:.3f} nm: raw phase {raw[i]:+.4f}, "
          f"followed from u=0 {smooth[i]-smooth[20]:+.4f} rad")
print(f"Born charge, fine path: {z_fine:.4f} e")
print(f"Born charge, linear response: {z_lr:.4f} e")

# Thinned paths: the same phases, larger steps, two reference charges
checked = 0
wrong_at = {}
print("step nm | turns el. | Z el. | turns total | Z total (e)")
for stride in (1, 2, 3, 4, 5, 10):
    keep = index % stride == 0
    h = stride * fine_nm * NM
    z_mean = (mean_response(-h) + 4 * z_lr + mean_response(h)) / 6
    row = []
    for zref in (ZC, 0.0):
        turns = (zref - z_mean) * M * h / (2 * a)
        m = round(turns)
        found = charge(raw[keep], u_path[keep], zref)
        if abs(turns - m) < 0.48:
            assert abs(found - (z_mean + 2 * a * m / (M * h))) < 0.01
            checked += 1
        row += [turns, found]
        if zref == ZC:
            wrong_at[stride] = (found, m)
    print(f"  {stride*fine_nm:.3f} | {row[0]:.3f} | {row[1]:+.3f} | "
          f"{row[2]:.3f} | {row[3]:+.3f}")
assert checked >= 9
assert wrong_at[1][1] == 0 and wrong_at[10][1] != 0
limit_el = period_nm / (M * abs(z_lr - ZC))
limit_tot = period_nm / (M * abs(z_lr))
print(f"largest safe step, electronic phase: {limit_el:.5f} nm")
print(f"largest safe step, total polarization: {limit_tot:.5f} nm")

# A reference charge from the small step rescues the largest step
keep = index % 10 == 0
z_rescued = charge(raw[keep], u_path[keep], z_fine)
h = 10 * fine_nm * NM
z_chord = (mean_response(-h) + 4 * z_lr + mean_response(h)) / 6
assert abs(z_rescued - z_chord) < 0.01
print(f"0.020 nm step with small-step reference: {z_rescued:.4f} e")

# Finite open chains have an ordinary dipole and hence no branch choice


def open_dipole(cat, u, cells):
    dx = 0.04
    x = np.arange(-a, (cells + 1) * a, dx)
    V = np.zeros_like(x)
    for j in range(cells):
        V -= cat * EV * np.exp(-(x - j * a)**2 / (2 * sigma**2))
        V -= anion_ev * EV * np.exp(
            -(x - (j + 0.5) * a - u)**2 / (2 * sigma**2))
    vec = eigh_tridiagonal(2 / dx**2 + V, -np.ones(len(x) - 1) / dx**2,
                           select='i', select_range=(0, NOCC * cells - 1))[1]
    return ZC * cells * u - 2 * np.sum(x[:, None] * vec**2)


half = 5 * fine_nm * NM
open_z = []
for cat in cation_ev:
    change = [open_dipole(cat, half, c) - open_dipole(cat, -half, c)
              for c in (8, 12)]
    open_z.append((change[1] - change[0]) / (4 * 2 * half))
z_open = np.mean(open_z)
true_change = smooth[25] - smooth[15]
z_path = ZC - a * true_change / (np.pi * M * 2 * half)
z_short = ZC - a * wrap(raw[25] - raw[15]) / (np.pi * M * 2 * half)
assert abs(z_open - z_path) < 0.01
assert abs(z_open - z_short) > 1.0
print("charge over the one step -0.010 to 0.010 nm:")
print(f"  open chains {z_open:.4f}, fine path {z_path:.4f}, "
      f"single jump {z_short:.4f} e")

# Plaquette phases between the two end strings select the branch
loops = np.ones(NK, complex)
for cat in cation_ev:
    C0, C1 = occupied(cat, -half), occupied(cat, half)
    side = overlap_det(C0, C1)
    side = side / abs(side)
    loops *= (links(C0) * np.roll(side, -1) * links(C1).conj()
              * side.conj())**COPIES
flux = np.angle(loops)
assert abs(flux.sum() - true_change) < 1e-5
print(f"plaquette sum: {flux.sum():.4f} rad; fine path: "
      f"{true_change:.4f} rad; largest plaquette: {abs(flux).max():.3f} rad")

# Charge sum rule as a branch diagnostic, step 0.010 nm
h = 5 * fine_nm * NM
u3 = np.array([-h, 0.0, h])
z_cat = charge(np.array([cell_phase(0.0, v) for v in u3]), u3, ZC)
sum_true = z_path + z_cat
sum_wrong = wrong_at[5][0] + z_cat
assert abs(sum_true) < 1e-4
assert wrong_at[5][1] != 0
assert abs(sum_wrong - 2 * a * wrong_at[5][1] / (M * h)) < 1e-4
print(f"cation charge: {z_cat:.4f} e; charge sum right branch: "
      f"{abs(sum_true):.4f}, wrong branch: {sum_wrong:.4f} e")

# k-mesh convergence for one chain
du = 0.001 * NM
z_ref = response_charge(15.0)
errors = []
for nk in (16, 32, 64):
    p = follow(np.array([chain_phase(occupied(15.0, j * du, nk=nk))
                         for j in range(-2, 3)]))
    slope = (8 * (p[3] - p[1]) - (p[4] - p[0])) / (12 * du)
    errors.append(abs(ZC - a * slope / np.pi - z_ref))
assert errors[1] < errors[0] / 3 and errors[2] < 2e-3
print("k-mesh error of Z for 16, 32, 64 points: "
      + ", ".join(f"{e:.2e}" for e in errors) + " e")

# Displacement through one full period transports an integer charge
cycle = follow(np.array([chain_phase(occupied(14.0, a * j / 40))
                         for j in range(41)]))
winding = (cycle[-1] - cycle[0]) / (2 * np.pi)
assert abs(winding - NOCC) < 1e-5
print(f"full period: phase turns {winding:.4f}, "
      f"mean Born charge {ZC - 2*winding:.4f} e")

# Lattice permittivity from a round mode energy and reduced mass
mode_ev, mass_u, temp = 0.08, 10.0, 373.0
omega = mode_ev * sc.e / sc.hbar
mass = mass_u * sc.atomic_mass
volume = period_nm * spacing_nm**2 * 1e-27


def lattice_eps(z):
    return z**2 * sc.e**2 / (sc.epsilon_0 * volume * mass * omega**2)


print(f"mode: {mode_ev:.2f} eV, reduced mass {mass_u:.0f} u")
print(f"lattice permittivity: right {lattice_eps(z_fine):.3f}, "
      f"0.008 nm electronic path {lattice_eps(wrong_at[4][0]):.3f}")

# Neglected effect: planar Hartree response to deformation of the cloud
g_index = np.arange(-2 * NMAX, 2 * NMAX + 1)
g = b * g_index
kernel = np.zeros(len(g))
kernel[g_index != 0] = 8 * np.pi / (
    a * (spacing_nm * NM)**2 * g[g_index != 0]**2)
place = n[:, None] - n[None, :] + 2 * NMAX


def density(C):
    D = 2 * np.einsum('kin,kjn->ij', C, C.conj()) / len(C)
    return np.array([np.trace(D, offset=-j) for j in g_index])


rest_density = density(occupied(15.0, nk=32))


def hartree_phase(u):
    v = np.zeros(len(g), complex)
    for _ in range(80):
        H, _vel = hamiltonians(15.0, u, nk=32, extra=v[place])
        C = np.linalg.eigh(H)[1][:, :, :NOCC]
        new = kernel * (density(C) - rest_density * np.exp(-1j * g * u))
        residual = abs(new - v).max()
        v = v + 0.6 * (new - v)
        if residual < 1e-10:
            break
    assert residual < 1e-8
    return chain_phase(C)


u = 0.004 * NM
bare = wrap(chain_phase(occupied(15.0, u, nk=32))
            - chain_phase(occupied(15.0, -u, nk=32)))
dressed = wrap(hartree_phase(u) - hartree_phase(-u))
z_bare, z_dressed = [ZC - a * d / (2 * np.pi * u) for d in (bare, dressed)]
print(f"Hartree effect, 15 eV chain: Z {z_bare:.4f} -> {z_dressed:.4f} e")

# Neglected effect: coupling between the two most unequal chains
coupling_ev = 1.0
H1, vel = hamiltonians(cation_ev[0])
H2, _ = hamiltonians(cation_ev[-1])
T = np.repeat((coupling_ev * EV * np.eye(len(n)))[None], NK, axis=0)
pair = np.concatenate([np.concatenate([H1, T], axis=2),
                       np.concatenate([T, H2], axis=2)], axis=1)
dV = np.kron(np.eye(2), -1j * dG * well(anion_ev, a / 2))
z_pair = ZC - mean_curvature(pair, dV, np.tile(vel, (1, 2)), 2 * NOCC)
z_apart = (response_charge(cation_ev[0]) + response_charge(cation_ev[-1])) / 2
print(f"{coupling_ev:.0f} eV coupling of unequal chains: "
      f"Z {z_apart:.4f} -> {z_pair:.4f} e")

# Neglected effects: temperature and operating field
kt = sc.k * temp
rms = np.sqrt(sc.hbar / (2 * mass * omega)
              / np.tanh(sc.hbar * omega / (2 * kt)))
shift = mean_response(rms * 1e9 * NM) - z_lr
carriers = -min(gaps) * sc.e / (2 * kt) / np.log(10)
field_shift = abs(z_fine) * sc.e * 5e8 / (mass * omega**2) * 1e9
print(f"thermal rms displacement at {temp:.0f} K: {rms*1e9:.5f} nm; "
      f"shift of Z: {shift:+.4f} e")
print(f"log10 of carrier factor exp(-gap/2kT): {carriers:.1f}")
print(f"ionic displacement at 5 MV/cm: {field_shift:.5f} nm")
print("all assertions hold")
```

Printed output:

```
period and chain spacing: 0.40, 0.40 nm
well width sigma: 0.050 nm; chains M: 16
anion depth: 70 eV; cation depths: [12.0, 14.0, 16.0, 18.0] eV
core charge of each ion: +2 e; k points: 64
gap, smallest and largest chain: 6.73, 10.03 eV
spin-paired polarization quantum: 12.52 uC/cm2
path: -0.040 to 0.040 nm, step 0.002 nm; jumps: 8
  u=0.000 nm: raw phase -0.0000, followed from u=0 +0.0000 rad
  u=0.002 nm: raw phase +1.3357, followed from u=0 +1.3357 rad
  u=0.004 nm: raw phase +2.6705, followed from u=0 +2.6705 rad
  u=0.006 nm: raw phase -2.2799, followed from u=0 +4.0033 rad
  u=0.008 nm: raw phase -0.9499, followed from u=0 +5.3332 rad
  u=0.010 nm: raw phase +0.3762, followed from u=0 +6.6594 rad
  u=0.012 nm: raw phase +1.6976, followed from u=0 +7.9808 rad
Born charge, fine path: -3.3148 e
Born charge, linear response: -3.3155 e
step nm | turns el. | Z el. | turns total | Z total (e)
  0.002 | 0.213 | -3.315 | 0.133 | -3.315
  0.004 | 0.425 | -3.313 | 0.265 | -3.313
  0.006 | 0.637 | +5.024 | 0.397 | -3.310
  0.008 | 0.849 | +2.945 | 0.529 | +2.945
  0.010 | 1.060 | +1.701 | 0.660 | +1.701
  0.020 | 2.103 | +1.746 | 1.303 | -0.754
largest safe step, electronic phase: 0.00470 nm
largest safe step, total polarization: 0.00754 nm
0.020 nm step with small-step reference: -3.2542 e
charge over the one step -0.010 to 0.010 nm:
  open chains -3.2977, fine path -3.2994, single jump 1.7006 e
plaquette sum: 13.3187 rad; fine path: 13.3187 rad; largest plaquette: 0.342 rad
cation charge: 3.2994 e; charge sum right branch: 0.0000, wrong branch: 5.0000 e
k-mesh error of Z for 16, 32, 64 points: 7.97e-04, 1.99e-04, 4.98e-05 e
full period: phase turns 2.0000, mean Born charge -2.0000 e
mode: 0.08 eV, reduced mass 10 u
lattice permittivity: right 2.029, 0.008 nm electronic path 1.602
Hartree effect, 15 eV chain: Z -3.2465 -> -3.0577 e
1 eV coupling of unequal chains: Z -3.3695 -> -3.3798 e
thermal rms displacement at 373 K: 0.00555 nm; shift of Z: +0.0150 e
log10 of carrier factor exp(-gap/2kT): -45.4
ionic displacement at 5 MV/cm: 0.00108 nm
all assertions hold
```
